# Current crowding at the inner corner of a right-angled interconnect bend

**Question**

I am working on an electromigration exercise. A flat metal interconnect turns through a right angle, and both the inner and the outer corner are sharp. I have to solve Laplace's equation near the inner corner and show that the current density diverges as $r^{-1/3}$, where $r$ is the distance from the corner.

I separated variables in a wedge of opening angle $\pi/2$, since the bend is a right angle. My current density then goes to zero as $r$, which is the opposite of what I should find. Three things bother me:

1. Where does the power $-1/3$ come from?
2. Separation of variables leaves an unknown coefficient. How do I know that it is not zero?
3. No real corner is perfectly sharp. What is left of the divergence in a real line, and does a high current density at the corner mean that atoms are removed there?

**Answer**

Your calculation is correct, but it describes the outer corner. At the inner corner the empty region fills $\pi/2$ and the metal fills the other $3\pi/2$. The angle that enters Laplace's equation is the one filled by metal.

**The equation and its boundary conditions**

Take a steady current, uniform isotropic conductivity $\sigma$, uniform thickness, and insulating surfaces. No current flows vertically, so the problem is two-dimensional. I use atomic units in the algebra ($e=1$). With electric potential $V$, define $\Phi=-\sigma V$, so that Ohm's law reads

$$\mathbf J=-\sigma\nabla V=\nabla\Phi .$$

Charge conservation, $\nabla\cdot\mathbf J=0$, gives $\nabla^2\Phi=0$. Put the origin at the inner corner and let the metal occupy $0<\theta<\beta$. No current crosses the edges:

$$J_\theta=\frac1r\frac{\partial\Phi}{\partial\theta}=0\quad\text{at }\theta=0,\ \beta .$$

**Separation of variables**

Insert $\Phi=F(r)G(\theta)$ into Laplace's equation and multiply by $r^2/(FG)$:

$$\frac{r^2F''+rF'}{F}=-\frac{G''}{G}=\nu^2 .$$

A negative constant $-\kappa^2$ would give $G=\cosh\kappa\theta$ after the condition at $\theta=0$. Its slope at $\beta$, $\kappa\sinh\kappa\beta$, is not zero, so that case is excluded. For $\nu^2\ge0$ the condition at $\theta=0$ leaves $G=\cos\nu\theta$, and the one at $\beta$ requires $\sin\nu\beta=0$:

$$\nu=\frac{n\pi}{\beta},\qquad n=0,1,2,\dots$$

For $n>0$, trying $F=r^p$ gives $p(p-1)+p=p^2=\nu^2$, hence $p=\pm\nu$. For $n=0$ the solutions are a constant and $\ln r$.

Two kinds of solution must go. The term $B\ln r$ has $J_r=B/r$ and sends a current $\int_0^\beta (B/r)\,r\,d\theta=B\beta$ through every small arc. It describes a contact at the tip, and there is none. A term $r^{-\nu}$ has $J^2\propto r^{-2\nu-2}$, so its dissipated power near the tip contains $\int_0 r^{-2\nu-1}dr$, which is infinite. Different $n$ are orthogonal in angle, so they cannot cancel one another's power. The terms $r^{+\nu}$ give $\int_0 r^{2\nu-1}dr$, which is finite.

For $\beta=3\pi/2$ we have $\nu=2n/3$, and

$$\Phi=\Phi_0+a_1r^{2/3}\cos\frac{2\theta}{3}+a_2r^{4/3}\cos\frac{4\theta}{3}+\dots$$

The first non-constant term gives

$$J_r=\tfrac23a_1r^{-1/3}\cos\tfrac{2\theta}{3},\qquad
J_\theta=-\tfrac23a_1r^{-1/3}\sin\tfrac{2\theta}{3}.$$

Squaring and adding removes the angle:

$$|\mathbf J|\simeq\tfrac23|a_1|\,r^{-1/3}.$$

For $a_1>0$, current arrives along the edge $\theta=3\pi/2$, where $J_r<0$, and leaves along $\theta=0$, where $J_r>0$.

For a general metal angle the power is $\pi/\beta-1$. It is negative when $\beta>\pi$. Your choice $\beta=\pi/2$ gives $+1$, a stagnant outer corner.

**Why the coefficient is not zero**

The local analysis cannot answer this, because $a_1$ depends on how the current is fed in. Take two long arms of equal width $w$, with uniform current density $j_0$ far from the bend. This case can be solved in closed form.

Let $z=x+iy$. The horizontal arm is $x>0$, $0<y<w$; the vertical arm is $-w<x<0$, running to $y\to-\infty$. The empty region is the fourth quadrant. Map the upper half plane of $t$ onto the metal with

$$\frac{dz}{dt}=K\,\frac{t^{1/2}}{1-t^2},\qquad z(0)=0 .$$

The phase of $dz/dt$ on the real $t$ axis gives the edge directions:

- For $0<t<1$ it is real and positive, so $z$ runs right along the inner edge.
- As $t$ goes from $0$ to $-1$, $t^{1/2}=i|t|^{1/2}$ and $z$ runs down the other inner edge.
- For $t>1$ and $t<-1$ the denominator changes sign, which gives the two outer edges. They meet at $t=\infty$, the outer corner.

To fix $K$, pass above $t=1$. There $z\simeq-(K/2)\ln(1-t)$, and the phase of $1-t$ changes from $0$ to $-\pi$, so $z$ jumps by $i\pi K/2$. This jump must be $iw$, hence $K=2w/\pi$. The same step at $t=-1$ gives a jump of $-w$, as the vertical arm requires.

Now set $t=u^2$, $dt=2u\,du$:

$$dz=\frac{2w}{\pi}\frac{2u^2}{1-u^4}du=\frac{2w}{\pi}\left[\frac1{1-u^2}-\frac1{1+u^2}\right]du,$$

$$z=\frac{2w}{\pi}\left(\operatorname{artanh}u-\arctan u\right).$$

The complex potential $\Omega=\Phi+i\Psi$ must have constant $\Psi$ on each edge, with a total current $j_0w$ between them. This is met by

$$\Omega=\frac{2j_0w}{\pi}\operatorname{artanh}t=\frac{j_0w}{\pi}\ln\frac{1+t}{1-t}.$$

It is real for $-1<t<1$, so $\Psi=0$ on the inner edge. For $|t|>1$ the logarithm has imaginary part $\pi$, so $\Psi=j_0w$ on the outer edge. Since $d\Omega/dz=J_x-iJ_y$,

$$J_x-iJ_y=\frac{d\Omega/dt}{dz/dt}=\frac{j_0}{t^{1/2}}=\frac{j_0}{u},\qquad |\mathbf J|=\frac{j_0}{|u|}.$$

In the arms $|t|\to1$ and $|\mathbf J|\to j_0$, as it should.

Near the inner corner $u$ is small. In the difference of the two series the terms in $u$ and $u^5$ cancel:

$$z=\frac{4w}{3\pi}u^3\left(1+\frac{3u^4}{7}+\dots\right).$$

Let $X=3\pi z/(4w)=q\,e^{i\theta}$, with $q=3\pi r/(4w)$. Inverting, $u=X^{1/3}(1-X^{4/3}/7+\dots)$. Taking the modulus of $1/u$,

$$|\mathbf J|=j_0\left(\frac{4w}{3\pi r}\right)^{1/3}\left[1+\frac{q^{4/3}}7\cos\frac{4\theta}3+\dots\right].$$

Comparison with $\tfrac23a_1r^{-1/3}$ gives $a_1=\tfrac32j_0(4w/3\pi)^{1/3}=1.1273\,j_0w^{1/3}$, which is not zero.

At the outer corner $t\to\infty$ and $dz/dt\to-(2w/\pi)t^{-3/2}$. The distance from that corner is therefore $r_o=(4w/\pi)|t|^{-1/2}$, and $|\mathbf J|=\pi j_0r_o/(4w)$: your linear law, with its coefficient.

**Checks that do not use the map**

I solved the sharp bend as a square resistor network. With 64 and 128 meshes per width it gave $a_1=1.1260$ and $1.1268$ in units of $j_0w^{1/3}$.

Along the inner edge between $r=w/16$ and $w/8$, the network's logarithmic slope of $|\mathbf J|$ is $-0.3163$, and the map gives $-0.3099$. Neither is $-1/3$, because the correction term still matters there: it raises $|\mathbf J|$ by about 1.1% at the nearer point and 2.8% at the farther one. I attribute the remaining difference between network and map to the mesh, since the nearer point is eight meshes from the singularity. Between $r=10^{-4}w$ and $2\times10^{-4}w$ the map gives $-0.33333$.

The resistance of the bend tests the solution beyond the neighbourhood of the corner. In the horizontal arm $u\to1$, where $\operatorname{artanh}u^2\to\operatorname{artanh}u-\tfrac12\ln2$ and $\operatorname{artanh}u\to\pi z/(2w)+\pi/4$. Hence

$$\Phi\to j_0\left[x+w\left(\frac12-\frac{\ln2}{\pi}\right)\right].$$

Both arms together add $1-(2\ln2)/\pi=0.5587$ squares to the resistance of the arms counted from the inner corner. The finer network gives 0.5582.

**What a rounded corner does**

A streamline carries no current across itself, so it can replace the inner edge without disturbing the flow on its other side. This gives rounded bends in closed form. Choose the streamline that crosses the bisector at $t=is$, with $0<s<1$. There $\Psi=(2j_0w/\pi)\arctan s$. Removing the metal on the inner side leaves arms of width

$$w'=w\left(1-\frac2\pi\arctan s\right).$$

On a streamline $t=\tanh[(p+ic)/2]$, where $p=\pi\Phi/(j_0w)$ and $c=2\arctan s$, so

$$|t|^2=\frac{\cosh p-\cos c}{\cosh p+\cos c}.$$

For $s<1$, $\cos c>0$ and this is smallest at $p=0$. It also grows with $c$, that is, towards the outer edge. The peak of the rounded bend is therefore at the apex: $J_{\max}=j_0/\sqrt s$.

The apex radius follows from how fast the flow turns. The direction of $\mathbf J$ is $\tfrac12\arg t$. At the apex a step along the streamline has real $dt$, which turns the flow by $|dt|/(2s)$ over an arc $|dz|=(2w/\pi)\sqrt s\,|dt|/(1+s^2)$. Dividing arc by turn,

$$R=\frac{4w}{\pi}\frac{s^{3/2}}{1+s^2}.$$

For $R\ll w$, $s^{3/2}\simeq\pi R/(4w)$ and

$$J_{\max}\simeq j_0\left(\frac{4w}{\pi R}\right)^{1/3}.$$

The power of $R$ holds for other small roundings of fixed shape. Near the corner $R$ is then the one length available, and the rounded flow must join $|\mathbf J|\propto r^{-1/3}$ at $R\ll r\ll w$. Its peak must therefore scale as $R^{-1/3}$, with a prefactor set by the shape.

**Numbers for an aluminium line**

The following are rough typical values: width 1000 nm, thickness 500 nm, corner radius 100 nm, $j_0=1$ MA/cm² ($10^{10}$ A/m²), temperature 378 K, resistivity 3.5 µΩ cm. If the corner were sharp, the leading law at $r=100$ nm would give

$$1\times\left(\frac{4\times1000}{3\pi\times100}\right)^{1/3}=1.619\ \text{MA/cm}^2 .$$

The full solution (in MA/cm²) shows how far the law can be used:

| $r$ (nm) | law | on edge | on bisector |
|---|---|---|---|
| 20 | 2.769 | 2.775 | 2.762 |
| 50 | 2.040 | 2.057 | 2.023 |
| 100 | 1.619 | 1.652 | 1.585 |
| 200 | 1.285 | 1.350 | 1.216 |

The edge lies above the law and the bisector below it, because $\cos(4\theta/3)$ is $+1$ on the edges and $-1$ at $\theta=3\pi/4$.

For a streamline-shaped corner with $R/w'=0.1$, the equations above give $s=0.1732$ and $J_{\max}=2.403\,j_0$. Finite elements on the same shape also give 2.403. The small-radius formula, with the actual line width, gives 2.335.

A circular fillet of 100 nm radius, also solved by finite elements, has a peak of 2.82 MA/cm²; halving the mesh spacing moved it by 0.0014 MA/cm². At one fifth of the radius and the same line width the peak is 4.83 MA/cm²; the finite-element value of 4.837 is about 0.004 MA/cm² too high because of the mesh. This corresponds to a power of $-0.335$ in $R$. It tests the scaling only: a real 20 nm radius is close to the electron mean free path, where the local Ohm's law is doubtful. The fillet peak is close to $1.31\,j_0(w/R)^{1/3}$ at both radii. It exceeds the streamline shape's peak at equal apex radius and line width, so the apex radius alone does not fix the peak.

**Does crowding remove atoms?**

The electron wind pushes atoms with a force proportional to $\rho\mathbf J$, where $\rho$ is the resistivity. Without stress gradients the atomic flux is $\mathbf J_a=M\mathbf J$, where $M$ collects diffusivity, effective charge, atomic density, resistivity and temperature. Then

$$\nabla\cdot\mathbf J_a=M\nabla\cdot\mathbf J+\mathbf J\cdot\nabla M=\mathbf J\cdot\nabla M .$$

With uniform $M$, the flux is larger near the corner but as many atoms enter each small volume as leave it. In that case crowding alone neither removes nor accumulates atoms. It amplifies the effect of a gradient in $M$, such as a change of grain structure or temperature. At a point where $J_x=1.755\,j_0$, a relative mobility gradient of $0.5/w$ along $x$ should give a divergence of $0.5\times1.755=0.878$, in units of $j_0/w$ times the local mobility. Finite differences give 0.878, against $1.7\times10^{-5}$ for uniform mobility.

The condition of uniform $M$ matters. If atoms move mainly along the side wall of the line, their flux follows the current density along the edge. This rises from $j_0$ in the arm to its peak at the inner corner and then falls again. Atoms are then removed on one side of the corner and deposited on the other, even if the mobility is constant along the wall.

**Where a real line departs from this model**

Rounding is the first departure: it replaces an infinite peak by 2.82 MA/cm² in this example. The next limit is local Ohm's law, which needs the current to vary slowly over an electron mean free path. The free-electron estimate, in SI units, is $\lambda=\hbar k_F/(ne^2\rho)$ with $k_F=(3\pi^2n)^{1/3}$. For $n=180$ nm⁻³ it gives 11.4 nm, well below the 100 nm radius. Even a perfectly sharp corner would not follow the law below about this distance, where the law reads 3.34 MA/cm²; that marks a scale, not a computed peak. In copper lines only tens of nanometres wide, the mean free path is comparable to the width, and the local model is doubtful throughout the bend.

Joule heating is $\rho j_0^2=3.5\times10^{12}$ W/m³. For heat flowing straight down through 1000 nm of oxide with conductivity 1.2 W/(m K), the line warms by

$$\frac{3.5\times10^{12}\times5\times10^{-7}\times10^{-6}}{1.2}=1.46\ \text{K}.$$

With a diffusion activation energy of 0.6 eV (rough, typical of grain-boundary diffusion in aluminium), this would raise the diffusivity by about 7% along the line. For an isolated line over a substrate held at fixed temperature, and without interface thermal resistance, both figures are upper estimates: the line is as wide as the oxide is thick, so heat also spreads sideways, which lowers the rise by a factor of about two to four.

The corner is not a hot spot here. Counted from the inner corner, the bend has the area of one square but the resistance of only 0.5587 squares when sharp (about 0.535 with the 100 nm fillet), so it makes less heat than an equal area of straight line. Heat conduction in the metal evens out most of the contrast between the crowded inner corner and the stagnant outer one. The differences that remain within the bend, about 0.005 K between the inner and the outer corner of a sharp bend, are a fraction of the scale $\rho j_0^2w^2/k_m=0.013$ K, where the metal's heat conductivity $k_m=264$ W/(m K) is estimated from the Wiedemann–Franz law. With heat flowing straight down, the bend as a whole is cooler than the distant line by about 0.03 K. Both effects change the diffusivity by well under 1%.

Stress matters more. For an effective charge number of magnitude 5 (rough) and an atomic volume of $3/180$ nm³, a stress difference of 17 MPa over one line width would balance the wind at $j_0$. As stress builds up, $\mathbf J_a=M\mathbf J$ ceases to hold. Grain boundaries and cladding layers are left out and not sized here, although at 378 K atoms in aluminium move mainly along grain boundaries and interfaces, so uniform $M$ is an idealisation; they can provide the gradients of $M$ that decide where damage starts. The numerical output below lists the values used.

## Table of computed values

```
potential exponent, inner corner: 0.66667
potential exponent, outer corner: 2.00000
J exponent, map, r/w 1e-4 to 2e-4: -0.33333
J exponent, network, r/w 1/16 to 1/8: -0.3163
J exponent, map, same distances: -0.3099
a1/(j0 w^(1/3)), formula: 1.1273
a1, network 64 and 128 per width: 1.1260 1.1268
bend resistance, formula: 0.5587 squares
bend, network 64, 128: 0.5574 0.5582
outer corner Phi/(j0 w), r=w/4, formula: 0.02454
outer corner Phi/(j0 w), network: 0.02453
prefactor (4/(3 pi))^(1/3): 0.7515
flux divergence, uniform mobility: 1.7e-05 j0/w
flux divergence, graded mobility: 0.878 j0/w
  relative mobility gradient used: 0.5 per w
line width: 1000 nm, thickness: 500 nm
corner radius: 100 nm, oxide: 1000 nm
far current density: 1.0 MA/cm2
temperature: 378 K
resistivity: 3.5 microohm cm
conduction electrons: 180 per nm3
oxide heat conductivity: 1.2 W/(m K)
activation energy: 0.6 eV
effective charge number, magnitude: 5
sharp corner, MA/cm2: r in nm, law, edge, bisector
    20 2.769 2.775 2.762
    50 2.040 2.057 2.023
   100 1.619 1.652 1.585
   200 1.285 1.350 1.216
streamline edge: s at apex: 0.1732
streamline edge, peak/j0, formula: 2.403
streamline edge, peak/j0, elements: 2.403
small-radius formula, peak/j0: 2.335
circular fillet, peak: 2.820 MA/cm2
  shift on halving mesh: -1.4e-03 MA/cm2
fillet of one fifth radius, peak: 4.837 MA/cm2
fillet peak exponent in radius: -0.3352
fillet peak*(R/w)^(1/3)/j0: 1.309 (R), 1.313 (R/5)
electron mean free path: 11.4 nm
sharp law at that distance: 3.34 MA/cm2
metal heat conductivity: 264 W/(m K)
Joule rise of whole line: 1.46 K
extra corner rise, scale: 0.013 K
thermal healing length: 10485 nm
diffusivity change, line: 7.1 %
diffusivity change, corner: 0.06 %
stress balancing wind over one width: 17 MPa
```
